# Full CI for minimal-basis H2 and its dissociation into atoms: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Full CI for H2 in a minimal basis (one 1s function per atom, STO-3G).

Result under test: the lowest gerade singlet energy is E1 + E_corr, with
    E_corr = Delta - sqrt(Delta**2 + K**2),
and it tends to twice the hydrogen-atom energy in the same basis.

Symbols (hartree atomic units):
  R       internuclear distance
  E1, E2  total energies of the determinants with the bonding orbital 1
          or the antibonding orbital 2 doubly occupied
  Delta   (E2 - E1)/2
  K       exchange integral (12|12), charge-cloud notation
  U       repulsion (aa|aa) of two electrons in one atomic function
  ionic weight: probability that both electrons are on the same atom,
          measured in symmetrically orthogonalised atomic orbitals
The independent road is a Hamiltonian made of fermion operator matrices.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BASIS = "sto-3g"


def make_molecule(R):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]],
                 unit="Bohr", basis=BASIS, verbose=0)


def atomic_integrals(mol):
    n = mol.nao
    overlap = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    repulsion = mol.intor("int2e").reshape(n, n, n, n)
    return overlap, core, repulsion


def transform(core, repulsion, C):
    h = C.T @ core @ C
    g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", repulsion, C, C, C, C)
    return h, g


def derived_solution(R):
    """Energies and coefficients from the two-by-two formulas."""
    mol = make_molecule(R)
    overlap, core, repulsion = atomic_integrals(mol)
    S = overlap[0, 1]
    C = np.array([[1 / np.sqrt(2 * (1 + S)), 1 / np.sqrt(2 * (1 - S))],
                  [1 / np.sqrt(2 * (1 + S)), -1 / np.sqrt(2 * (1 - S))]])
    h, g = transform(core, repulsion, C)
    r = SimpleNamespace(R=R, S=S, h11=h[0, 0], h22=h[1, 1],
                        J11=g[0, 0, 0, 0], J22=g[1, 1, 1, 1],
                        J12=g[0, 0, 1, 1], K=g[0, 1, 0, 1])
    r.eps1 = r.h11 + r.J11
    r.eps2 = r.h22 + 2 * r.J12 - r.K
    r.E1 = 2 * r.h11 + r.J11 + 1 / R
    r.E2 = 2 * r.h22 + r.J22 + 1 / R
    r.Delta = (r.eps2 - r.eps1
               + (r.J11 + r.J22 - 4 * r.J12 + 2 * r.K) / 2)
    root = np.sqrt(r.Delta**2 + r.K**2)
    r.Ecorr = r.Delta - root
    r.Efci = r.E1 + r.Ecorr
    r.Eupper = r.E1 + r.Delta + root
    r.triplet = r.h11 + r.h22 + r.J12 - r.K + 1 / R
    r.singlet_u = r.h11 + r.h22 + r.J12 + r.K + 1 / R
    ratio = r.Ecorr / r.K
    r.C1 = 1 / np.sqrt(1 + ratio**2)
    r.C2 = ratio * r.C1
    r.ionic = (1 - r.K / root) / 2
    return r


def fermion_operators(modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    operators = []
    for m in range(modes):
        matrix = np.eye(1)
        for j in range(modes):
            factor = parity if j < m else lower if j == m else np.eye(2)
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


# Mode number = 2*atom + spin
ANN = fermion_operators(4)
CRE = [op.T for op in ANN]
NUMBER = sum(c @ a for c, a in zip(CRE, ANN))
TWO_ELECTRONS = np.where(np.isclose(np.diag(NUMBER), 2))[0]
DOUBLE_OCC = sum(CRE[2*p] @ ANN[2*p] @ CRE[2*p+1] @ ANN[2*p+1]
                 for p in range(2))


def operator_hamiltonian(R):
    """Hamiltonian in symmetrically orthogonalised atomic orbitals."""
    mol = make_molecule(R)
    overlap, core, repulsion = atomic_integrals(mol)
    s, V = np.linalg.eigh(overlap)
    h, g = transform(core, repulsion, V @ np.diag(s**-0.5) @ V.T)
    H = mol.energy_nuc() * np.eye(16)
    for p in range(2):
        for q in range(2):
            for spin in range(2):
                H += h[p, q] * CRE[2*p+spin] @ ANN[2*q+spin]
            for k in range(2):
                for l in range(2):
                    for s1 in range(2):
                        for s2 in range(2):
                            H += 0.5 * g[p, q, k, l] * (
                                CRE[2*p+s1] @ CRE[2*k+s2]
                                @ ANN[2*l+s2] @ ANN[2*q+s1])
    return H


# Determinants made by acting on the vacuum with molecular-orbital operators
vacuum = np.zeros(16)
vacuum[0] = 1.0
bond = [(CRE[s] + CRE[2+s]) / np.sqrt(2) for s in range(2)]
anti = [(CRE[s] - CRE[2+s]) / np.sqrt(2) for s in range(2)]
det_11 = bond[0] @ bond[1] @ vacuum
det_22 = anti[0] @ anti[1] @ vacuum
det_12 = bond[0] @ anti[1] @ vacuum
det_21 = anti[0] @ bond[1] @ vacuum

distances = [1.0, 1.4, 2.0, 3.0, 4.0, 6.0, 10.0, 20.0]
results = {}
operator_ground = {}
assert len(TWO_ELECTRONS) == 6
ionic_rhf = det_11 @ DOUBLE_OCC @ det_11
assert abs(ionic_rhf - 0.5) < 1e-12

for R in distances:
    r = derived_solution(R)
    results[R] = r
    H = operator_hamiltonian(R)
    # Matrix elements from the operator definition
    assert abs(det_11 @ H @ det_11 - r.E1) < 1e-9
    assert abs(det_22 @ H @ det_22 - r.E2) < 1e-9
    assert abs(det_11 @ H @ det_22 - r.K) < 1e-9
    for single in (det_12, det_21):
        assert abs(det_11 @ H @ single) < 1e-9
        assert abs(det_22 @ H @ single) < 1e-9
    assert abs((det_22 @ H @ det_22 - det_11 @ H @ det_11) / 2
               - r.Delta) < 1e-9
    # All six eigenvalues against the derived energies
    block = H[np.ix_(TWO_ELECTRONS, TWO_ELECTRONS)]
    values, vectors = np.linalg.eigh(block)
    predicted = np.sort([r.Efci, r.Eupper, r.singlet_u] + 3 * [r.triplet])
    assert np.allclose(values, predicted, rtol=0, atol=1e-9)
    operator_ground[R] = values[0]
    # Beyond 6 bohr the singlet and triplet are too close to separate safely
    if R <= 6.0:
        assert r.Efci < r.triplet - 1e-6
        ground = np.zeros(16)
        ground[TWO_ELECTRONS] = vectors[:, 0]
        assert abs(ground @ DOUBLE_OCC @ ground - r.ionic) < 1e-8
        assert abs(abs(ground @ det_11) - r.C1) < 1e-8
        assert abs((ground @ det_22) / (ground @ det_11)
                   - r.C2 / r.C1) < 1e-8
        assert abs((r.C1 + r.C2)**2 / 2 - r.ionic) < 1e-10

# Self-consistent field at the worked distance
w = results[1.4]
field = scf.RHF(make_molecule(1.4))
field.conv_tol = 1e-12
energy_scf = field.kernel()
assert field.converged
assert abs(energy_scf - w.E1) < 1e-8
assert np.allclose(field.mo_energy, [w.eps1, w.eps2], rtol=0, atol=1e-6)

# Separate one-atom calculation and the limits at large distance
atom = gto.M(atom="H 0 0 0", basis=BASIS, spin=1, verbose=0)
s_atom, h_atom, g_atom = atomic_integrals(atom)
E_H = h_atom[0, 0] / s_atom[0, 0]
U = g_atom[0, 0, 0, 0] / s_atom[0, 0]**2
far = results[20.0]
assert abs(far.h11 - (E_H - 1 / far.R)) < 1e-7
assert abs(far.h22 - (E_H - 1 / far.R)) < 1e-7
for J in (far.J11, far.J22, far.J12):
    assert abs(J - (U + 1 / far.R) / 2) < 1e-7
assert abs(far.K - (U - 1 / far.R) / 2) < 1e-7
assert abs(far.Delta) < 1e-7
assert abs(far.E1 - (2 * E_H + (U - 1 / far.R) / 2)) < 1e-7
assert abs(operator_ground[20.0] - 2 * E_H) < 1e-7
assert abs(far.Eupper - (2 * E_H + U - 1 / far.R)) < 1e-7
assert far.ionic < 1e-8

# Second-order estimate: good for small K/Delta, useless for small Delta
second_order = {R: -results[R].K**2 / (2 * results[R].Delta)
                for R in (1.4, 6.0)}
assert abs(second_order[1.4] / w.Ecorr - 1) < 0.03
assert second_order[6.0] / results[6.0].Ecorr > 2


def clean(x, digits=6):
    """Rounded number without a minus sign on zero."""
    return round(float(x), digits) + 0.0


print("H2, STO-3G, worked distance R = %.1f bohr" % w.R)
for label, value in [
        ("overlap S (no unit)", w.S),
        ("h11 (hartree)", w.h11), ("h22 (hartree)", w.h22),
        ("J11 (hartree)", w.J11), ("J22 (hartree)", w.J22),
        ("J12 (hartree)", w.J12), ("K (hartree)", w.K),
        ("nuclear repulsion 1/R (hartree)", 1 / w.R),
        ("orbital energy eps1 (hartree)", w.eps1),
        ("orbital energy eps2 (hartree)", w.eps2),
        ("E1, restricted determinant (hartree)", w.E1),
        ("E2, doubly excited determinant (hartree)", w.E2),
        ("Delta (hartree)", w.Delta),
        ("sqrt(Delta^2 + K^2) (hartree)", np.hypot(w.Delta, w.K)),
        ("E_corr (hartree)", w.Ecorr),
        ("E_corr (eV)", w.Ecorr * HARTREE_EV),
        ("full CI energy, formula (hartree)", w.Efci),
        ("full CI energy, operator matrix (hartree)", operator_ground[1.4]),
        ("coefficient C1 (no unit)", w.C1),
        ("coefficient C2 (no unit)", w.C2),
        ("weight of double excitation C2^2 (no unit)", w.C2**2),
        ("ionic weight, full CI (no unit)", w.ionic),
        ("ionic weight, one determinant (no unit)", ionic_rhf),
        ("K/Delta (no unit)", w.K / w.Delta),
        ("-K^2/(2 Delta) at 1.4 bohr (hartree)", second_order[1.4]),
        ("-K^2/(2 Delta) at 6.0 bohr (hartree)", second_order[6.0])]:
    print("%-44s %11.6f" % (label, clean(value)))

print("Table: R in bohr, energies in hartree, ionic weight without unit")
print("   R      Delta         K        E1    E_corr  E_fullCI   ionic")
for R in distances:
    r = results[R]
    print("%4.1f %10.6f%10.6f%10.6f%10.6f%10.6f%9.6f" % (
        R, clean(r.Delta), r.K, r.E1, r.Ecorr, r.Efci, clean(r.ionic)))

print("Separated atoms, same basis")
for label, value in [
        ("hydrogen atom E_H (hartree)", E_H),
        ("two atoms 2 E_H (hartree)", 2 * E_H),
        ("U (hartree)", U),
        ("restricted limit 2 E_H + U/2 (hartree)", 2 * E_H + U / 2),
        ("restricted error at infinity U/2 (hartree)", U / 2),
        ("restricted error at infinity U/2 (eV)", U / 2 * HARTREE_EV),
        ("restricted error at 20 bohr (hartree)", far.E1 - 2 * E_H),
        ("full CI error at 20 bohr (hartree)", far.Efci - 2 * E_H),
        ("upper root at 20 bohr (hartree)", far.Eupper),
        ("full CI binding at 1.4 bohr (hartree)", 2 * E_H - w.Efci),
        ("full CI binding at 1.4 bohr (eV)",
         (2 * E_H - w.Efci) * HARTREE_EV)]:
    print("%-44s %11.6f" % (label, clean(value)))

print("finished without a failed check")
```

Printed output:

```
H2, STO-3G, worked distance R = 1.4 bohr
overlap S (no unit)                             0.659318
h11 (hartree)                                  -1.252797
h22 (hartree)                                  -0.475602
J11 (hartree)                                   0.674594
J22 (hartree)                                   0.697495
J12 (hartree)                                   0.663564
K (hartree)                                     0.181258
nuclear repulsion 1/R (hartree)                 0.714286
orbital energy eps1 (hartree)                  -0.578203
orbital energy eps2 (hartree)                   0.670268
E1, restricted determinant (hartree)           -1.116714
E2, doubly excited determinant (hartree)        0.460576
Delta (hartree)                                 0.788645
sqrt(Delta^2 + K^2) (hartree)                   0.809207
E_corr (hartree)                               -0.020562
E_corr (eV)                                    -0.559510
full CI energy, formula (hartree)              -1.137276
full CI energy, operator matrix (hartree)      -1.137276
coefficient C1 (no unit)                        0.993627
coefficient C2 (no unit)                       -0.112716
weight of double excitation C2^2 (no unit)      0.012705
ionic weight, full CI (no unit)                 0.388003
ionic weight, one determinant (no unit)         0.500000
K/Delta (no unit)                               0.229834
-K^2/(2 Delta) at 1.4 bohr (hartree)           -0.020830
-K^2/(2 Delta) at 6.0 bohr (hartree)           -2.866652
Table: R in bohr, energies in hartree, ionic weight without unit
   R      Delta         K        E1    E_corr  E_fullCI   ionic
 1.0   1.110765  0.170241 -1.065999 -0.012970 -1.078970 0.424252
 1.4   0.788645  0.181258 -1.116714 -0.020562 -1.137276 0.388003
 2.0   0.491575  0.200522 -1.049171 -0.039325 -1.088496 0.311149
 3.0   0.226787  0.235117 -0.885275 -0.099882 -0.985157 0.140129
 4.0   0.101028  0.265128 -0.761082 -0.182696 -0.943778 0.032772
 6.0   0.016121  0.304020 -0.645077 -0.288325 -0.933402 0.000701
10.0   0.000110  0.337303 -0.595971 -0.337193 -0.933164 0.000000
20.0   0.000000  0.362303 -0.570861 -0.362303 -0.933164 0.000000
Separated atoms, same basis
hydrogen atom E_H (hartree)                    -0.466582
two atoms 2 E_H (hartree)                      -0.933164
U (hartree)                                     0.774606
restricted limit 2 E_H + U/2 (hartree)         -0.545861
restricted error at infinity U/2 (hartree)      0.387303
restricted error at infinity U/2 (eV)          10.539051
restricted error at 20 bohr (hartree)           0.362303
full CI error at 20 bohr (hartree)              0.000000
upper root at 20 bohr (hartree)                -0.208558
full CI binding at 1.4 bohr (hartree)           0.204112
full CI binding at 1.4 bohr (eV)                5.554177
finished without a failed check
```
